# Dirac-point conductance of a wide, short graphene strip between doped leads

**Setting for all parts**

A graphene strip of length $L$ (along $x$, the current direction) and width $W$ connects two graphene leads of the same width. There is no disorder. Near one valley the Hamiltonian is

$$H=\hbar v\,[\sigma_x\hat k_x+\sigma_y\hat k_y+M(y)\sigma_z]+U(x),\qquad \hat k_j=-i\partial_j ,$$

acting on the sublattice amplitudes $(A,B)$. The potential is $U=0$ for $0<x<L$ and $U=-U_0$ in the leads, with abrupt steps. The mass $M$, written as a wavevector, vanishes for $0<y<W$ and tends to $+\infty$ outside, which confines the electrons. Define

$$\varepsilon(x)=\frac{E-U(x)}{\hbar v},\qquad k_0=\frac{U_0}{\hbar v}.$$

The undoped strip has its Fermi level at the Dirac point, $E=0$. Unless stated otherwise, the temperature is zero, the bias is small, and the leads are so heavily doped that $k_0$ exceeds every relevant transverse wavevector by a large factor. The valleys are not mixed, and interactions are neglected.

## (a) Transverse modes

**Question.** Find the transverse modes and show that the potential steps do not mix them.

**Answer.** Put $u=A-B$ and $w=A+B$. The operator $\sigma_y\hat k_y+M\sigma_z$ turns $(A,B)$ into $(-\partial_yB+MA,\ \partial_yA-MB)$. The difference of these components is $(-\partial_y+M)w$ and their sum is $(\partial_y+M)u$. The operator $\sigma_x$ exchanges $A$ and $B$, so it changes the sign of $u$ and leaves $w$ alone. The Dirac equation becomes

$$-\hat k_xu+(-\partial_y+M)w=\varepsilon u,\qquad
(\partial_y+M)u+\hat k_xw=\varepsilon w .$$

Now try $u=a(x)u_n(y)$, $w=b(x)w_n(y)$ with

$$(\partial_y+M)u_n=q\,w_n,\qquad(-\partial_y+M)w_n=q\,u_n .$$

These transverse equations contain neither $E$ nor $U$, so the same functions serve in the leads and in the strip. What remains for each mode is $-\hat k_xa+qb=\varepsilon a$ and $qa+\hat k_xb=\varepsilon b$, or

$$a'=-i\varepsilon a+iqb,\qquad b'=i\varepsilon b-iqa. \tag{1}$$

No other mode enters, which proves the absence of mixing.

The walls fix $q$. Outside the strip, elimination gives $u_n''=(M^2-q^2)u_n$, and $w_n$ obeys the same equation. For $y>W$ the bounded solution decays as $e^{-\lambda y}$ with $\lambda=\sqrt{M^2-q^2}$, so $w_n=(M-\lambda)u_n/q\to0$. Continuity then requires $w_n(W)=0$. For $y<0$ the bounded solution is $e^{\lambda y}$, so $u_n=(M-\lambda)w_n/q\to0$ and $u_n(0)=0$.

Inside, $u_n'=qw_n$ and $w_n'=-qu_n$ give $u_n=\sin qy$, $w_n=\cos qy$. The remaining condition $\cos qW=0$ yields

$$q_n=\left(n+\tfrac12\right)\frac{\pi}{W},\qquad n=0,1,2,\dots$$

A negative $q$ only reverses the sign of $u_n$, which $a$ can absorb, so it is not a new mode. The value $q=0$ would need a constant $u_n$ or $w_n$, and the wall conditions forbid both.

## (b) Transmission at the Dirac point

**Question.** Calculate the transmission probability of mode $n$ at $E=0$.

**Answer.** From (1),

$$\frac{d}{dx}\left(|b|^2-|a|^2\right)=2\,\mathrm{Re}\,[-iq(b^*a+a^*b)]=0,$$

because the bracket is imaginary. This conserved quantity is proportional to the current, since the velocity operator is $v\sigma_x$. In the heavily doped leads $\varepsilon=k_0\gg q$, so $a\propto e^{-ik_0x}$ and $b\propto e^{ik_0x}$ decouple: $b$ carries current to the right and $a$ to the left.

In the strip $\varepsilon=0$, so $a'=iqb$, $b'=-iqa$, and hence $a''=q^2a$. There is no propagating wave. The solution with given values at $x=0$ is

$$a(x)=a(0)\cosh qx+ib(0)\sinh qx,\qquad
b(x)=b(0)\cosh qx-ia(0)\sinh qx .$$

A unit wave arrives from the left and nothing arrives from the right: $b(0)=1$, $a(0)=r$, $a(L)=0$, $b(L)=t$. The condition on $a(L)$ gives $r=-i\tanh qL$. Then

$$t=\cosh qL-\frac{\sinh^2qL}{\cosh qL}=\frac1{\cosh qL},\qquad
T_n=\frac1{\cosh^2q_nL}.$$

Current is conserved, because $\tanh^2qL+1/\cosh^2qL=1$. An evanescent mode can carry current here because the strip is finite: the wave contains both the growing and the decaying exponential. Modes with $q_nL\ll1$ pass almost freely, and those with $q_nL\gg1$ are suppressed as $4e^{-2q_nL}$.

## (c) Conductance and noise of a wide strip

**Question.** Sum the transmissions for $W\gg L$ and obtain the conductance. Find also the Fano factor $F=\sum T_n(1-T_n)/\sum T_n$, which compares the zero-temperature shot noise with that of independent rare transfers.

**Answer.** Time reversal maps one valley onto the other, whose Hamiltonian is the complex conjugate of the first. Conjugation exchanges incoming and outgoing waves. For one mode with one channel on each side, current conservation makes the transmission probability equal in both directions, so both valleys have the same $T_n$. With two spins and two valleys, the Landauer formula reads

$$G=\frac{4e^2}{h}\sum_{n=0}^{\infty}\frac1{\cosh^2q_nL}.$$

Neighbouring $q_n$ differ by $\pi/W$. When $W\gg L$ the summand changes little between neighbours, and the sum becomes an integral:

$$\sum_nT_n\to\frac W\pi\int_0^\infty\frac{dq}{\cosh^2qL}
=\frac{W}{\pi L}\Big[\tanh u\Big]_0^\infty=\frac{W}{\pi L},\qquad u=qL .$$

Therefore

$$\boxed{G=\frac{4e^2}{\pi h}\frac WL}$$

The conductance is inversely proportional to $L$ although nothing scatters at random. The reason is the number of modes with $q_nL$ below about one, which is of order $W/(\pi L)$: a longer strip closes more modes.

For the noise, $\int_0^\infty du/\cosh^4u=\int_0^1(1-s^2)\,ds=2/3$ with $s=\tanh u$. Hence $F=1-2/3=1/3$ in the same limit.

## (d) How wide is wide?

**Question.** Find the correction to the integral for finite $W/L$.

**Answer.** Let $\alpha=\pi L/W$ and $f(x)=1/\cosh^2\alpha x$. Since $f$ is even, the sum over $n\ge0$ of $f(n+\frac12)$ is half the sum over all integers. Poisson summation with an offset of one half gives

$$\sum_nT_n=\frac12\sum_{m=-\infty}^{\infty}(-1)^m\int_{-\infty}^{\infty}f(x)\,e^{-2\pi imx}dx .$$

The integral needed is $I(k)=\int_{-\infty}^\infty e^{iku}\,du/\cosh^2u$, which is even in $k$. The function $1/\cosh^2u$ has period $i\pi$, so a rectangle of height $\pi$ gives $(1-e^{-\pi k})I=2\pi i\,\mathrm{Res}$. At $u=i\pi/2+\eta$ the integrand is $-e^{-\pi k/2}(1+ik\eta+\dots)/\sinh^2\eta$, whose residue is $-ik\,e^{-\pi k/2}$. Thus

$$I(k)=\frac{2\pi k\,e^{-\pi k/2}}{1-e^{-\pi k}}=\frac{\pi k}{\sinh(\pi k/2)} .$$

With $k=2\pi m/\alpha=2mW/L$ and $x_m=\pi mW/L$,

$$\sum_nT_n=\frac{W}{\pi L}\left[1+2\sum_{m=1}^\infty(-1)^m\frac{x_m}{\sinh x_m}\right].$$

For a wide strip the leading relative correction is $-(4\pi W/L)\,e^{-\pi W/L}$. Direct summation of the modes gives these ratios to the wide-strip limit:

| $W/L$ | ratio |
|---|---|
| 1 | 0.500 |
| 2 | 0.953 |
| 4 | 0.9998 |

The law is thus good to 5% at $W/L=2$, but overestimates a square strip by a factor of two. These ratios belong to the infinite-mass edge, because another edge gives other $q_n$.

## (e) Finite doping of the leads

**Question.** Keep $k_0$ finite at $E=0$. Find $T_n$, the leading change of $G$, and what happens as $L\to0$.

**Answer.** In a lead, a wave with longitudinal wavevector $k=\sqrt{k_0^2-q^2}$ satisfies $qb=(k_0+k)a$. The right-moving spinor $(a,b)$ is therefore proportional to $(\eta,1)$ with $\eta=q/(k_0+k)$. Reversing $k$ gives $a/b=q/(k_0-k)=1/\eta$, so the left-moving spinor is $(1,\eta)$.

Write $C=\cosh qL$ and $S=\sinh qL$. Carrying the transmitted wave $t(\eta,1)$ back from $x=L$ to $x=0$ reverses the sign of $S$ in the solution of part (b):

$$\eta+r=t(C\eta-iS),\qquad 1+r\eta=t(C+iS\eta).$$

Multiplying the first equation by $\eta$ and subtracting it from the second removes $r$:

$$1-\eta^2=t\,[C(1-\eta^2)+2i\eta S].$$

Since $(k_0+k)^2-q^2=2k(k_0+k)$, one has $2\eta/(1-\eta^2)=q/k$. Hence

$$T=\frac1{\cosh^2qL+(q^2/k^2)\sinh^2qL}.$$

For $k_0L\gg1$ the modes that matter have $q\ll k_0$, and $T\simeq(1-q^2\tanh^2qL/k_0^2)/\cosh^2qL$. With $\int_0^\infty du/\cosh^2u=1$, the relative change of $G$ is $-J/(k_0L)^2$, where

$$J=\int_0^\infty\frac{u^2\tanh^2u}{\cosh^2u}du
=\int_0^\infty\frac{u^2}{\cosh^2u}du-\int_0^\infty\frac{u^2}{\cosh^4u}du .$$

Integration by parts turns the first integral into $\int_0^\infty2u(1-\tanh u)du=\int_0^\infty s\,ds/(e^s+1)=\pi^2/12$, with $s=2u$. For the second, use $(\cosh^{-2}u)''=4\cosh^{-2}u-6\cosh^{-4}u$. Multiplying by $u^2$ and integrating, the left side gives 2 after two integrations by parts, so the second integral is $(\pi^2/3-2)/6=\pi^2/18-1/3$. Therefore

$$\frac{\delta G}{G}\simeq-\frac{1}{(k_0L)^2}\left(\frac{\pi^2}{36}+\frac13\right).$$

As $L\to0$, $T\to1$ for every mode with $q<k_0$. The conductance then saturates at $(4e^2/h)\,k_0W/\pi$, the limit set by the number of lead modes. The divergence of $1/L$ is therefore not real: the boxed law requires $k_0L\gg1$.

## (f) Small energy and temperature

**Question.** Return to heavily doped leads. Find $T$ at energy $E=\hbar v\varepsilon$ in the strip, and the first thermal correction to $G$.

**Answer.** Equation (1) has the constant matrix

$$m=\begin{pmatrix}-i\varepsilon&iq\\-iq&i\varepsilon\end{pmatrix},\qquad m^2=-\kappa^2,\qquad\kappa^2=\varepsilon^2-q^2 .$$

The transfer matrix is $P=\cos\kappa L+m\sin(\kappa L)/\kappa$, with unit determinant because $m$ has zero trace. The condition $a(L)=P_{aa}r+P_{ab}=0$ gives $t=P_{bb}-P_{ba}P_{ab}/P_{aa}=1/P_{aa}$, so

$$T=\frac{1}{\cos^2\kappa L+(\varepsilon^2/\kappa^2)\sin^2\kappa L}.$$

This holds for real and imaginary $\kappa$, since $\cos\kappa L$ and $\sin(\kappa L)/\kappa$ are real in both cases.

Near the Dirac point $\kappa=i\lambda$ with $\lambda\simeq q-\varepsilon^2/(2q)$. With $u=qL$,

$$\frac1T\simeq\cosh^2u-\frac{(\varepsilon L)^2}{u^2}\sinh u\,(u\cosh u-\sinh u).$$

The last term lowers $1/T$, because $u>\tanh u$. Every mode therefore transmits better when the energy moves slightly away from the Dirac point. Summing over a wide strip,

$$\frac{G(E)}{G(0)}\simeq1+c\left(\frac{EL}{\hbar v}\right)^2,\qquad
c=\int_0^\infty\frac{\tanh u\,(u-\tanh u)}{u^2\cosh^2u}du=0.101,$$

the integral being evaluated by numerical quadrature. At temperature $\Theta$, $G(E)$ is averaged with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. This replaces $E^2$ by $\pi^2(k_B\Theta)^2/3$. The expansion requires $k_B\Theta\ll\hbar v/L$.

## (g) Numbers for a device

**Question.** Take $L=100$ nm, $W=1000$ nm, $v=10^6$ m/s and $U_0=0.30$ eV. Evaluate the conductance and judge the largest effects that the ideal result omits.

**Answer.** Here $q_nL=(n+\frac12)\pi/10$. The first modes have

| $n$ | $q_nL$ | $T_n$ |
|---|---|---|
| 0 | 0.157 | 0.976 |
| 1 | 0.471 | 0.807 |
| 2 | 0.785 | 0.570 |
| 3 | 1.100 | 0.359 |
| 5 | 1.728 | 0.119 |
| 10 | 3.299 | 0.005 |

The full sum is 3.183, equal to $W/(\pi L)=10/\pi$ at this precision. With $4e^2/h=154.96$ µS,

$$G=154.96\times3.183\ \text{µS}=493\ \text{µS},\qquad \frac1G=2.03\ \text{k}\Omega .$$

The width is 1 µm, so the width-normalized resistance is 2.03 kΩ µm. In the ideal law it is proportional to $L$.

*Leads and lattice.* With $\hbar v=658$ meV nm, $k_0=300/658=0.456$ nm$^{-1}$ and $k_0L=45.6$. Part (e) gives $\delta G/G=-0.03\%$. The strip carries only about $1/(k_0L)=2\%$ of the conductance that the lead modes alone would allow.

The continuum model and the valley factor can also be avoided altogether. A nearest-neighbour honeycomb lattice with bond length 0.142 nm and hopping 3.09 eV was solved with Green functions for a strip of 99.9 nm, with the same lead shift and with periodic width. Summed over all transverse wavevectors, it gives 0.999 of the boxed law with the current along the armchair direction and 0.9997 with the current along the zigzag direction, so the agreement is at the level of 0.1%.

*Temperature.* The energy scale is $\hbar v/L=6.58$ meV. At 4 K, $k_B\Theta=0.345$ meV, and the thermal rise is $0.101\times(\pi^2/3)(0.345/6.58)^2=0.09\%$. At 300 K, $k_B\Theta=25.9$ meV exceeds the scale and the expansion fails. Numerical averaging of the mode sum, with the finite lead doping kept, gives 4.3 times the ideal conductance, without phonons. The Dirac-point law does not describe this device at room temperature.

*Residual density.* In an extended sheet, a uniform electron density $N$ puts the Fermi energy at $+\hbar v\sqrt{\pi N}$. The mode sum at that energy, again with finite lead doping, gives:

| $N$ (cm$^{-2}$) | Fermi energy (meV) | $G$ / ideal |
|---|---|---|
| $10^9$ | 3.7 | 1.04 |
| $10^{10}$ | 11.7 | 1.39 |

The table is for electrons, the carrier type of the leads. Finite lead doping adds a term odd in $E$ that the law of part (f) lacks: for holes at the same $|E|$ the ratios are 1.02 and 1.34, and the conductance minimum lies near $E=-0.5$ meV rather than at zero. Here $N$ is the density of an extended sheet with that Fermi energy. In so short a strip the leads supply evanescent states even at the Dirac point, so raising the Fermi energy from zero to the listed value adds more electrons than $N$: at the strip's centre, about 3.6 times as many in the first row and 1.3 times in the second. For a given density inside the strip, the rise in $G$ is therefore smaller than the table suggests: if the density added at the centre is to equal $N$, the rise is about 0.5% in the first row and 25% in the second for electrons, and about 0% and 21% for holes.

*Doping tails.* Contacts also dope the ends of the strip. As a simple model, let the lead shift continue into the strip as $-U_0[e^{-x/d}+e^{-(L-x)/d}]$. Equation (1), solved through thin slices of constant potential at $E=0$, gives an increase of 2% for $d=1$ nm, 24% for $d=5$ nm and 93% for $d=10$ nm, with $L$ and $U_0$ held fixed. The exponential shape and these lengths are assumed, not derived. Undoped graphene screens poorly, so the tails of real contacts can reach further, and these numbers are not an upper bound.

*Comparison with real devices.* The chosen values are meant to represent a short, clean graphene device whose contact regions are doped by metal; they are not taken from a particular experiment. A rough mobility $\mu=10^5$ cm$^2$/(V s) at $N=10^{11}$ cm$^{-2}$ corresponds to a mean free path of about 0.4 µm. This follows from equating $Ne\mu$ to $(2e^2/h)k_F\ell$ with $k_F=\sqrt{\pi N}$, which gives $\ell=\hbar\mu k_F/e$. The ballistic assumption is then reasonable at that density, although adding the diffusive resistance $L/(WNe\mu)$ to the ballistic one would still raise the total by about 14%. At fixed mobility $\ell$ falls as $\sqrt N$, however, so at $10^{10}$ cm$^{-2}$ it would be close to $L$, and the estimate says nothing reliable at the Dirac point itself.

Among the effects calculated here for a cold device, residual density and doping tails are the largest: they can move the conductance by tens of per cent. Real residual density is also uneven, which the uniform estimate ignores. The bias should not greatly exceed $\hbar v/(eL)=6.6$ mV: at that value, the mode sum with heavily doped leads and a linear potential drop along the strip gives a current about 1% above the linear law, and the deviation grows quickly at larger bias. The resistance between metal and graphene adds in a two-terminal measurement and is not included, so 2.03 kΩ µm is the model's resistance of the graphene junction, not a prediction for the whole contacted device.
